# The Generalized Brillouin Theorem and the Super-CI Orbital Update: a numerical check

```python
"""
Result under test: an MCSCF state |0> is stationary to orbital rotations when
<0|H|pq> = 0 for all contracted singles |pq> = (E_pq - E_qp)|0>.
E_pq is the spin-summed excitation operator from orbital q to orbital p.
Diagonalizing H in {|0>, |pq>} gives t_pq = c_pq/c_0 and the super-CI update
C -> C exp(T), where T_pq = t_pq = -T_qp. All real orbitals.
Internal energies are in hartree; printed energies are in eV.
A: H-E0 in the contracted singles; G: orbital Hessian with relaxed CI.
"""
from itertools import combinations
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from pyscf import gto, scf, fci, mcscf

EV = physical_constants["Hartree energy in eV"][0]


def excitation_stack(norb, nocc):
    """All E_pq matrices, stacked vertically, in the determinant basis."""
    strings = list(combinations(range(norb), nocc))
    where = {s: i for i, s in enumerate(strings)}
    unit = sp.identity(len(strings), format="csr")
    blocks = []
    for p in range(norb):
        for q in range(norb):
            one_spin = sp.lil_matrix((len(strings), len(strings)))
            for s, j in where.items():
                rest = [r for r in s if r != q]
                if q not in s or p in rest:
                    continue
                new = tuple(sorted(rest + [p]))
                phase = (-1) ** (s.index(q) + new.index(p))
                one_spin[where[new], j] = phase
            one_spin = one_spin.tocsr()
            blocks.append(sp.kron(one_spin, unit) + sp.kron(unit, one_spin))
    return strings, sp.vstack(blocks).tocsr()


class System:
    def __init__(self, atoms):
        self.mol = gto.M(atom=atoms, basis="sto-3g", verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.conv_tol = 1e-12
        self.mf.conv_tol_grad = 1e-8
        self.mf.kernel()
        assert self.mf.converged
        self.n = self.mol.nao_nr()
        self.nuclear = self.mol.energy_nuc()
        self.h_ao = self.mf.get_hcore()
        self.eri_ao = self.mol.intor("int2e")
        self.strings, self.stack = excitation_stack(
            self.n, self.mol.nelectron // 2)
        self.ndet = len(self.strings) ** 2
        self.space = None

    def integrals(self, C):
        eri = self.eri_ao
        for _ in range(4):
            eri = np.tensordot(eri, C, axes=(0, 0))
        return C.T @ self.h_ao @ C, eri

    def one_body(self, K, X):
        EX = (self.stack @ X).reshape(self.n ** 2, -1)
        return (K.ravel() @ EX).reshape(X.shape)

    def hamiltonian(self, h, eri, X):
        n2 = self.n ** 2
        EX = (self.stack @ X).reshape(n2, -1)
        k = h - 0.5 * np.einsum("pqqs->ps", eri)
        one = (k.ravel() @ EX).reshape(X.shape)
        Y = (eri.reshape(n2, n2) @ EX).reshape(n2 * self.ndet, -1)
        return one + 0.5 * (self.stack.T @ Y).reshape(X.shape)

    def solve_ci(self, C):
        h, eri = self.integrals(C)
        HX = self.hamiltonian(h, eri, self.space)
        values, vectors = eigh(self.space.T @ HX)
        c = vectors[:, 0]
        return values[0], self.space @ c, HX @ c, h, eri

    def singles(self, psi, pairs):
        W = (self.stack @ psi).reshape(self.n, self.n, -1)
        return np.array([W[p, q] - W[q, p] for p, q in pairs]).T

    def antisymmetric(self, t, pairs):
        K = np.zeros((self.n, self.n))
        for value, (p, q) in zip(t, pairs):
            K[p, q], K[q, p] = value, -value
        return K

    def rotate(self, C, t, pairs):
        return C @ expm(self.antisymmetric(t, pairs))

    def gradient(self, C, pairs):
        _, psi, hpsi, _, _ = self.solve_ci(C)
        return 2 * self.singles(psi, pairs).T @ hpsi

    def curvature_parts(self, psi, hpsi, energy, h, eri, t, pairs):
        K = self.antisymmetric(t, pairs)
        first = self.one_body(K, psi)
        second = self.one_body(K, first)
        hfirst = self.hamiltonian(h, eri, first[:, None])[:, 0]
        kept = first @ hfirst - energy * first @ first
        missing = hpsi @ second - energy * psi @ second
        return kept, missing


# LiH: singlet CAS(2,2), orbital 0 inactive, 1 and 2 active
distance = 2.4
lih = System(f"Li 0 0 0; H 0 0 {distance}")
n, ns = lih.n, len(lih.strings)
active_strings = [lih.strings.index((0, 1)), lih.strings.index((0, 2))]
columns = []
for i, a in enumerate(active_strings):
    for b in active_strings[i:]:
        column = np.zeros(lih.ndet)
        column[a * ns + b] = column[b * ns + a] = 1
        columns.append(column / np.linalg.norm(column))
lih.space = np.array(columns).T
kind = [0, 1, 1] + [2] * (n - 3)
all_pairs = [(p, q) for p in range(n) for q in range(p)]
pairs = [(p, q) for p, q in all_pairs if kind[p] != kind[q]]
C_rhf = lih.mf.mo_coeff.copy()

# Operator algebra against an independent full-CI program
e_start, psi, hpsi, h, eri = lih.solve_ci(C_rhf)
H_full = lih.hamiltonian(h, eri, np.eye(lih.ndet))
e_full = eigh(H_full, eigvals_only=True)[0] + lih.nuclear
e_full_pyscf = fci.FCI(lih.mf).kernel()[0]
assert abs(e_full - e_full_pyscf) < 1e-7

# Ordinary Brillouin theorem for the RHF determinant
determinant = np.zeros(lih.ndet)
determinant[0] = 1
hf_pairs = [(a, i) for a in range(2, n) for i in range(2)]
hf_element = np.max(np.abs(
    lih.singles(determinant, hf_pairs).T @ (H_full @ determinant)))
assert hf_element < 1e-6

# Gradient: contracted states, density matrices and finite differences
g_all = 2 * lih.singles(psi, all_pairs).T @ hpsi
W = (lih.stack @ psi).reshape(n, n, -1)
D = W @ psi
d2 = np.einsum("rqx,stx->qrst", W, W)
d2 -= np.einsum("rs,qt->qrst", np.eye(n), D)
F = h @ D + np.einsum("prst,qrst->pq", eri, d2)
g_density = np.array([2 * (F[p, q] - F[q, p]) for p, q in all_pairs])
g_numeric = []
for unit in np.eye(len(all_pairs)):
    plus = lih.solve_ci(lih.rotate(C_rhf, 1e-4 * unit, all_pairs))[0]
    minus = lih.solve_ci(lih.rotate(C_rhf, -1e-4 * unit, all_pairs))[0]
    g_numeric.append((plus - minus) / 2e-4)
gradient_error = np.max(np.abs(g_all - g_numeric))
assert gradient_error < 1e-6
assert np.allclose(g_all, g_density, atol=1e-9)

# Orbital exponential against its action on determinants
rng = np.random.default_rng(4)
direction = rng.normal(size=len(pairs))
direction /= np.linalg.norm(direction)


def frozen_energy(scale):
    hr, er = lih.integrals(lih.rotate(C_rhf, scale * direction, pairs))
    return psi @ lih.hamiltonian(hr, er, psi[:, None])[:, 0]


kappa = lih.one_body(lih.antisymmetric(0.3 * direction, pairs),
                     np.eye(lih.ndet))
rotated = expm(kappa) @ psi
assert abs(rotated @ H_full @ rotated - frozen_energy(0.3)) < 1e-9

# Second derivative at frozen CI coefficients
parts = lih.curvature_parts(psi, hpsi, e_start, h, eri, direction, pairs)
second_numeric = (frozen_energy(1e-3) - 2 * frozen_energy(0)
                  + frozen_energy(-1e-3)) / 1e-6
assert abs(second_numeric - 2 * sum(parts)) < 1e-4

# Super-CI iterations
C = C_rhf.copy()
history = []
for iteration in range(1500):
    e0, psi, hpsi, h, eri = lih.solve_ci(C)
    V = lih.singles(psi, pairs)
    g = 2 * V.T @ hpsi
    basis = np.column_stack([psi, V])
    assert np.max(np.abs(V.T @ psi)) < 1e-10
    S = basis.T @ basis
    M = basis.T @ lih.hamiltonian(h, eri, basis) - e0 * S
    if iteration == 0:
        metric_min = eigh(S[1:, 1:], eigvals_only=True)[0]
    roots, vectors = eigh(M, S)
    assert abs(vectors[0, 0]) > 1e-3
    t = vectors[1:, 0] / vectors[0, 0]
    assert g @ t < 1e-12
    assert e0 + roots[0] + lih.nuclear > e_full - 1e-8
    if np.linalg.norm(g) < 1e-9:
        history.append((e0, roots[0], t, g, 0.0))
        break
    scale = 1.0
    while True:
        trial = lih.rotate(C, scale * t, pairs)
        if lih.solve_ci(trial)[0] <= e0 + 1e-10:
            break
        scale /= 2
        assert scale > 1e-7
    history.append((e0, roots[0], t, g, scale))
    C = trial
else:
    raise AssertionError("super-CI did not converge")

final_elements = lih.singles(psi, all_pairs).T @ hpsi
assert np.max(np.abs(final_elements)) < 1e-8
assert abs(roots[0]) < 1e-8 and np.max(np.abs(t)) < 1e-6
e_final = e0 + lih.nuclear
reference = mcscf.CASSCF(lih.mf, 2, 2)
reference.conv_tol = 1e-10
e_reference = reference.kernel()[0]
assert reference.converged and abs(e_final - e_reference) < 1e-7

D = (lih.stack @ psi).reshape(n, n, -1) @ psi
occupations = eigh(D[1:3, 1:3], eigvals_only=True)[::-1]
pi_rows = lih.mol.search_ao_label(["Li 2px", "Li 2py"])
pi_part = np.max(np.abs(C[pi_rows, 1:3]))

# Local step law, with the relaxed Hessian from gradient differences
A = M[1:, 1:]
G = np.zeros_like(A)
for k, unit in enumerate(np.eye(len(pairs))):
    delta = 3e-4
    G[:, k] = (lih.gradient(lih.rotate(C, delta * unit, pairs), pairs)
               - lih.gradient(lih.rotate(C, -delta * unit, pairs), pairs)
               ) / (2 * delta)
assert np.max(np.abs(G - G.T)) < 1e-4
J = np.eye(len(pairs)) - np.linalg.solve(2 * A, G)
norms = [np.linalg.norm(item[2]) for item in history]
late = next(i for i, value in enumerate(norms) if value < 1e-6)
late = min(late, len(history) - 2)
assert history[late][4] == 1.0
predicted = J @ history[late][2]
# Tolerance covers quadratic step terms and the finite-difference Hessian
assert (np.linalg.norm(history[late + 1][2] - predicted)
        < 2e-3 * norms[late])
observed_ratio = norms[late + 1] / norms[late]
predicted_ratio = np.linalg.norm(predicted) / norms[late]
u = history[late][2] / norms[late]
kept, missing = lih.curvature_parts(psi, hpsi, e0, h, eri, u, pairs)
relaxed = 0.5 * u @ G @ u
relaxation = relaxed - kept - missing
assert relaxation < 1e-5

# H4: pair configurations only, optimized from energies alone
positions = [0.0, 0.9, 2.2, 3.3]
h4 = System("; ".join(f"H 0 0 {z}" for z in positions))
ns4 = len(h4.strings)
h4.space = np.eye(h4.ndet)[:, [i * ns4 + i for i in range(ns4)]]
pairs4 = [(p, q) for p in range(h4.n) for q in range(p)]
C4 = h4.mf.mo_coeff.copy()
e4_start = h4.solve_ci(C4)[0] + h4.nuclear
for start in (0.1, 0.0, 0.0):
    def energy4(x):
        return h4.solve_ci(h4.rotate(C4, x, pairs4))[0]

    def slope4(x):
        return np.array([(energy4(x + 1e-4 * v) - energy4(x - 1e-4 * v))
                         / 2e-4 for v in np.eye(len(pairs4))])

    result = minimize(energy4, np.full(len(pairs4), start), jac=slope4,
                      method="BFGS", options={"gtol": 1e-7, "maxiter": 150})
    C4 = h4.rotate(C4, result.x, pairs4)
e4, psi4, hpsi4, _, _ = h4.solve_ci(C4)
separate = (h4.stack @ psi4).reshape(h4.n, h4.n, -1) @ hpsi4
difference4 = np.max(np.abs(separate - separate.T))
p4, q4 = max(pairs4, key=lambda pq: abs(separate[pq]))
assert difference4 < 1e-5
assert abs(separate[p4, q4]) > 50 * difference4

print(f"LiH distance: {distance:.2f} angstrom; basis STO-3G")
print(f"Orbitals: {n}; determinants: {lih.ndet}; rotations: {len(pairs)}")
print(f"RHF energy: {lih.mf.e_tot * EV:.6f} eV")
print(f"CAS energy in RHF orbitals: {(e_start + lih.nuclear) * EV:.6f} eV")
print(f"Converged CASSCF energy: {e_final * EV:.6f} eV")
print(f"Converged CASSCF energy: {e_final:.8f} hartree")
print(f"Separate optimizer energy: {e_reference * EV:.6f} eV")
print(f"Full-CI energy, same basis: {e_full * EV:.6f} eV")
print(f"Orbital optimization gain: {(e_start - e0) * EV:.6f} eV")
print(f"CASSCF minus full CI: {(e_final - e_full) * EV:.6f} eV")
print(f"Largest RHF Brillouin element: {hf_element * EV:.2e} eV")
print(f"Gradient formula minus differences: {gradient_error * EV:.2e} eV")
print(f"Smallest initial overlap eigenvalue: {metric_min:.6f} (no unit)")
print("Iteration | energy/eV | super-CI root shift/eV | max |t|"
      " | max |<0|H|pq>|/eV | step scale")
shown = sorted(set(list(range(min(7, len(history)))) + [len(history) - 1]))
for i in shown:
    e, shift, step, grad, scale = history[i]
    print(f"{i:3d} | {(e + lih.nuclear) * EV:.6f} | {shift * EV:.3e} | "
          f"{np.max(np.abs(step)):.3e} | "
          f"{np.max(np.abs(grad)) * EV / 2:.3e} | {scale:.4f}")
print(f"First actual energy change: {(history[1][0]-e_start)*EV:.6f} eV")
print(f"Number of orbital updates: {len(history) - 1}")
print(f"Active natural occupations: {occupations[0]:.6f}, "
      f"{occupations[1]:.6f} electrons")
print(f"Largest pi coefficient in active orbitals: {pi_part:.2e} (no unit)")
print(f"Late step index: {late}")
print(f"Observed late step ratio: {observed_ratio:.6f} (no unit)")
print(f"Predicted late step ratio: {predicted_ratio:.6f} (no unit)")
print(f"Largest |eigenvalue| of step matrix, all symmetries: "
      f"{np.max(np.abs(np.linalg.eigvals(J))):.6f} (no unit)")
print(f"Smallest relaxed Hessian eigenvalue: "
      f"{eigh((G + G.T) / 2, eigvals_only=True)[0] * EV:.6f} eV")
print("Half second derivatives along the normalized late step:")
print(f"  kept by super-CI: {kept * EV:.6f} eV")
print(f"  omitted double-rotation term: {missing * EV:.6f} eV")
print(f"  CI relaxation: {relaxation * EV:.6f} eV")
print(f"  relaxed total: {relaxed * EV:.6f} eV")
print("H4 positions: " + ", ".join(f"{z:.1f}" for z in positions)
      + " angstrom; basis STO-3G")
print(f"H4 pair-CI energy in RHF orbitals: {e4_start * EV:.6f} eV")
print(f"H4 pair-CI energy, optimized: {(e4 + h4.nuclear) * EV:.6f} eV")
print(f"H4 selected orbital pair p,q (count from 1): {p4 + 1}, {q4 + 1}")
print(f"H4 <0|H E_pq|0>: {separate[p4, q4] * EV:.8f} eV")
print(f"H4 <0|H E_qp|0>: {separate[q4, p4] * EV:.8f} eV")
print(f"H4 largest difference over all pairs: {difference4 * EV:.2e} eV")
print("no test failed")
```

Printed output:

```
LiH distance: 2.40 angstrom; basis STO-3G
Orbitals: 6; determinants: 225; rotations: 11
RHF energy: -211.796604 eV
CAS energy in RHF orbitals: -211.849176 eV
Converged CASSCF energy: -213.061644 eV
Converged CASSCF energy: -7.82987101 hartree
Separate optimizer energy: -213.061644 eV
Full-CI energy, same basis: -213.082342 eV
Orbital optimization gain: 1.212468 eV
CASSCF minus full CI: 0.020697 eV
Largest RHF Brillouin element: 8.39e-09 eV
Gradient formula minus differences: 3.09e-07 eV
Smallest initial overlap eigenvalue: 0.009464 (no unit)
Iteration | energy/eV | super-CI root shift/eV | max |t| | max |<0|H|pq>|/eV | step scale
  0 | -211.849176 | -4.481e-01 | 1.862e+00 | 3.292e-01 | 1.0000
  1 | -212.115408 | -6.011e-01 | 8.876e-01 | 1.010e+00 | 1.0000
  2 | -212.939976 | -9.417e-02 | 8.971e-02 | 1.041e+00 | 1.0000
  3 | -213.050717 | -7.009e-03 | 5.445e-02 | 1.522e-01 | 1.0000
  4 | -213.060305 | -8.129e-04 | 1.838e-02 | 4.688e-02 | 1.0000
  5 | -213.061441 | -1.214e-04 | 6.917e-03 | 1.898e-02 | 1.0000
  6 | -213.061611 | -1.953e-05 | 2.746e-03 | 7.735e-03 | 1.0000
 22 | -213.061644 | -7.539e-18 | 1.696e-09 | 4.852e-09 | 0.0000
First actual energy change: -0.266232 eV
Number of orbital updates: 22
Active natural occupations: 1.808797, 0.191203 electrons
Largest pi coefficient in active orbitals: 3.83e-16 (no unit)
Late step index: 15
Observed late step ratio: 0.409699 (no unit)
Predicted late step ratio: 0.409700 (no unit)
Largest |eigenvalue| of step matrix, all symmetries: 0.409701 (no unit)
Smallest relaxed Hessian eigenvalue: 2.489343 eV
Half second derivatives along the normalized late step:
  kept by super-CI: 2.338960 eV
  omitted double-rotation term: -0.040940 eV
  CI relaxation: -0.917333 eV
  relaxed total: 1.380687 eV
H4 positions: 0.0, 0.9, 2.2, 3.3 angstrom; basis STO-3G
H4 pair-CI energy in RHF orbitals: -58.401678 eV
H4 pair-CI energy, optimized: -59.301207 eV
H4 selected orbital pair p,q (count from 1): 4, 3
H4 <0|H E_pq|0>: 0.25769551 eV
H4 <0|H E_qp|0>: 0.25769550 eV
H4 largest difference over all pairs: 7.83e-08 eV
no test failed
```
